# The Fröhlich Hamiltonian: derivation, coupling constant, length scale and limits, part 2

An electron in a polar crystal, treated as an isotropic dielectric continuum, couples to one dispersionless longitudinal optical phonon. The question now is what the coupling constant \(\alpha\) and the length \(r_p\) measure.

The algebra is in atomic units, \(\hbar=e=m_e=4\pi\varepsilon_{\rm vac}=1\). To restore units, \(\omega\) becomes \(\hbar\omega\), \(q^2/2m\) becomes \(\hbar^2q^2/2m\), and \(1/\kappa r\) becomes \(e^2/4\pi\varepsilon_{\rm vac}\kappa r\). The speed of light is \(c\).

The dielectric function \(\varepsilon(x)\) at frequency \(x\) has the static value \(\varepsilon_0\); the valence electrons alone give \(\varepsilon_\infty\). The longitudinal and transverse frequencies obey \(\omega^2=\omega_T^2\varepsilon_0/\varepsilon_\infty\). The coefficient \(\gamma\) couples the ionic displacement to the field of free charge:
\[
\gamma^2=\frac{(\varepsilon_0-\varepsilon_\infty)\,\omega^2}{4\pi\,\varepsilon_\infty\varepsilon_0}=\frac{\omega^2}{4\pi\kappa},\qquad \frac1\kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}. \tag{5}
\]
The electron has position \(\mathbf r\), momentum \(\mathbf p\), band mass \(m\) and charge \(-1\). Phonons of wavevector \(\mathbf q\) have operators \(b_{\mathbf q}\) in a periodic volume \(\Omega\). The displacement field makes the potential \(\phi\), and the interaction is \(-\phi(\mathbf r)\):
\[
\phi(\mathbf r)=\sum_{\mathbf q}V_q\,(b_{\mathbf q}+b^\dagger_{-\mathbf q})\,e^{i\mathbf q\cdot\mathbf r},\qquad
V_q^2=\frac{16\pi^2}{q^2}\cdot\frac{\omega^2}{4\pi\kappa}\cdot\frac1{2\omega\Omega}=\frac{2\pi\omega}{\kappa\,\Omega\,q^2}. \tag{7}
\]
\[
H=\frac{p^2}{2m}+\sum_{\mathbf q}\omega\,b^\dagger_{\mathbf q}b_{\mathbf q}-\sum_{\mathbf q}V_q\left(b_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+b^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right). \tag{8}
\]
Recoil and phonon energies are equal at \(q=1/r_p\). With \(\mathbf q=\mathbf q'/r_p\) and \(\Omega=r_p^3\Omega'\),
\[
r_p=\frac1{\sqrt{2m\omega}},\qquad \frac1{2mr_p^2}=\omega. \tag{9}
\]
\[
\frac{V_q^2}{\omega^2}=\frac{2\pi}{\kappa\omega}\,\frac{r_p^2}{r_p^3\,\Omega'q'^2}=\frac{4\pi\alpha}{\Omega'q'^2},\qquad
\alpha=\frac{1}{2\kappa r_p\,\omega}=\frac{\sqrt{2m\omega}}{2\kappa\omega}=\frac1\kappa\sqrt{\frac{m}{2\omega}}. \tag{10}
\]
For fixed charges \(Z_1,Z_2\) at separation \(R\), replacing \(\sum_{\mathbf q}\) by \(\Omega\int d^3q/(2\pi)^3\) gave the phonon-mediated energy
\[
-\frac{Z_1Z_2}{\kappa}\,\frac{4\pi}{(2\pi)^3}\int_0^\infty q^2dq\,\frac{4\pi}{q^2}\frac{\sin qR}{qR}=-\frac{Z_1Z_2}{\kappa}\,\frac2\pi\cdot\frac{\pi}{2R}=-\frac{Z_1Z_2}{\kappa R}.
\]
Added to \(Z_1Z_2/\varepsilon_\infty R\), it gives the static result \(Z_1Z_2/\varepsilon_0R\). The self term of a fixed unit charge, \(-q_{\max}/(\pi\kappa)\), grows without limit with the cutoff \(q_{\max}\).

The model example has \(\varepsilon_\infty=5\), \(\varepsilon_0=10\), \(\hbar\omega=0.040\) eV, \(m=0.2\,m_e\) and lattice constant \(a=5\) Å.

## 7. What \(\alpha\) measures

At zero temperature the unperturbed state is \(|\mathbf k;0\rangle\), a plane wave with no phonon. The term \(-V_qb^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\) connects it to \(|\mathbf k-\mathbf q;1_{\mathbf q}\rangle\) with matrix element \(-V_q\) and excitation energy \(\Delta=\omega+(\mathbf k-\mathbf q)^2/2m-k^2/2m=\omega+q^2/2m-\mathbf k\cdot\mathbf q/m\). There is no first-order shift, because the coupling changes the phonon number. With \(\mu\) the cosine of the angle between \(\mathbf k\) and \(\mathbf q\), the azimuth giving \(2\pi\) and \(q^2\) cancelling against \(V_q^2\),
\[
E_2(k)=-\sum_{\mathbf q}\frac{V_q^2}{\Delta}=-\frac{1}{(2\pi)^2}\frac{2\pi\omega}{\kappa}\int_0^\infty\!dq\int_{-1}^1\!\frac{d\mu}{\Delta}.
\]
Set \(y=qr_p\) and \(s=kr_p\). By (9), \(\Delta=\omega(1+y^2-2sy\mu)\), and the prefactor becomes \(1/(2\pi\kappa r_p)=\alpha\omega/\pi\) by (10). The denominator depends on the product \(y\mu\), so negative \(\mu\) at positive \(y\) is the same as positive \(\mu\) at negative \(y\). For \(s<1\) the denominator is positive and
\[
E_2=-\frac{\alpha\omega}{\pi}\int_0^1\!d\mu\int_{-\infty}^{\infty}\!\frac{dy}{(y-s\mu)^2+1-s^2\mu^2}=-\frac{\alpha\omega}{\pi}\int_0^1\!\frac{\pi\,d\mu}{\sqrt{1-s^2\mu^2}}=-\alpha\omega\,\frac{\arcsin s}{s}. \tag{11}
\]
At \(k=0\) the shift is \(-\alpha\omega\), so the normalisation in (10) makes \(\alpha\) the second-order shift in phonon quanta. For \(s>1\), that is \(k^2/2m>\omega\), \(\Delta\) can vanish: the electron emits a real phonon and the state decays. The slope of \(\arcsin s/s\) diverges as \(s\to1\), so just below \(s=1\) the energy \(k^2/2m+E_2\) falls with increasing \(k\) for any \(\alpha>0\). Second-order theory is not reliable there, however small \(\alpha\) is. As \(m\to\infty\), \(\alpha\) diverges, which is the divergent self term of the fixed charge.

Since \(\arcsin s/s=1+s^2/6+\dots\) and \(k^2/2m=\omega s^2\),
\[
E(k)=-\alpha\omega+\frac{k^2}{2m}\Big(1-\frac\alpha6\Big)+\dots,\qquad \frac{m}{m^*}=1-\frac\alpha6+O(\alpha^2).
\]
The first-order state at \(k=0\) has coefficients \((-V_q)/(-\Delta_q)\), with \(\Delta_q=\omega(1+y^2)\):
\[
|\psi\rangle=|0;0\rangle+\sum_{\mathbf q}\frac{V_q}{\Delta_q}\,|{-\mathbf q};1_{\mathbf q}\rangle. \tag{12}
\]
The mean phonon number to first order in \(\alpha\) is the same sum with one more power of \(\Delta_q\). The angular integral gives 2, and \(y=\tan\theta\) turns the radial one into \(\int_0^{\pi/2}\cos^2\theta\,d\theta=\pi/4\):
\[
N=\sum_{\mathbf q}\frac{V_q^2}{\Delta_q^2}=\frac{2\alpha}{\pi}\int_0^\infty\!\frac{dy}{(1+y^2)^2}=\frac\alpha2 .
\]

## 8. What \(r_p\) measures

At \(k=0\) the shift collected from \(q<q_c\) is
\[
-\frac{2\alpha\omega}{\pi}\int_0^{q_cr_p}\!\frac{dy}{1+y^2}=-\alpha\omega\cdot\frac2\pi\arctan(q_cr_p). \tag{13}
\]
For \(q_c=1/r_p\) the arctangent is \(\pi/4\) and the fraction is exactly one half. Well below \(1/r_p\) the integrand is nearly that of a fixed charge, at \(1/r_p\) it is half of it, and well above it recoil suppresses it as \(1/y^2\).

The same length sets the shape of the polarisation around the electron. The potential at displacement \(\mathbf R\) from the electron is the operator \(\phi(\mathbf r+\mathbf R)\). The factor \(b_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}\) takes \(|{-\mathbf q};1_{\mathbf q}\rangle\) back to \(|0;0\rangle\), so its expectation in (12) is \(V_q/\Delta_q\) to first order, and the conjugate term gives the same. Using (7), and evenness in \(\mathbf q\) to write the cosine as an exponential,
\[
\Phi(R)=\sum_{\mathbf q}\frac{2V_q^2}{\Delta_q}\cos\mathbf q\cdot\mathbf R=\frac1{\kappa\Omega}\sum_{\mathbf q}4\pi\left[\frac1{q^2}-\frac1{q^2+r_p^{-2}}\right]e^{i\mathbf q\cdot\mathbf R},
\]
where \(1/[q^2(1+q^2r_p^2)]\) has been split into partial fractions. The first term gave \(1/R\) above. The second reduces in the same way to \((2/\pi R)\int_0^\infty q\sin(qR)\,dq/(q^2+r_p^{-2})\), and closing the contour on the pole at \(q=i/r_p\) gives the integral the value \((\pi/2)e^{-R/r_p}\). Therefore
\[
\Phi(R)=\frac{1-e^{-R/r_p}}{\kappa R},\qquad Q(R)=-R^2\Phi'(R)=\frac1\kappa\Big[1-\Big(1+\frac R{r_p}\Big)e^{-R/r_p}\Big], \tag{14}
\]
with \(Q\) the positive source charge of \(\phi\) inside radius \(R\) by Gauss's law. Far away the total potential is \(-1/\varepsilon_\infty R+1/\kappa R=-1/\varepsilon_0R\), the static result. At the electron \(\Phi(0)=1/\kappa r_p=2\alpha\omega\), finite where a fixed charge would see a divergence, so the interaction energy is \(-2\alpha\omega\). Creating the state (12) costs \(\sum V_q^2/\Delta_q=\alpha\omega\), of which \(\omega N=\alpha\omega/2\) is phonon energy and the other half is recoil, and the total is \(-\alpha\omega\). The ions need a time of order \(1/\omega\) to respond. A free Gaussian wave packet at rest, with initial rms width \(\sigma\) along one axis and no initial spreading, has the width \(\sqrt{\sigma^2+r_p^4/\sigma^2}\) after a time \(1/\omega\). This is smallest at \(\sigma=r_p\), where it equals \(\sqrt2\,r_p=\sqrt{1/m\omega}\). However narrow the packet is at the start, the ions therefore see an electron smeared over at least a length of this order.

## 9. Worked example

The parameters are the round model values of the opening, not those of a material. The constants are \(e^2/4\pi\varepsilon_{\rm vac}=14.40\) eV Å and \(\hbar^2/2m_e=3.810\) eV Å\(^2\). From (5), \(1/\kappa=1/5-1/10=0.1\), and \(\hbar\omega_T=0.040\sqrt{5/10}=0.0283\) eV. The coupling needs no mass:
\[
\Omega q^2V_q^2=2\pi\times0.040\times14.40/10=0.362\ {\rm eV^2\,Å}.
\]
The mass enters through
\[
r_p=\sqrt{\frac{3.810}{0.2\times0.040}}=21.8\ {\rm Å}=41.2\ {\rm bohr},\qquad \frac1{r_p}=0.0458\ {\rm Å^{-1}} .
\]
The Coulomb energy at this distance is \(14.40/(10\times21.82)=0.0660\) eV, so \(\alpha=0.0660/(2\times0.040)=0.825\). At \(q=1/r_p\), \(\Omega V_q^2=0.3619\times21.82^2=172\) eV\(^2\) Å\(^3\).

To first order in \(\alpha\), the shift is \(-0.825\times0.040=-0.0330\) eV, or \(-1.21\times10^{-3}\) hartree, and the phonon number is \(0.825/2=0.41\). With \(\alpha/6=0.137\), the mass ratio \(m^*/m\) is 1.16 from \(1/(1-\alpha/6)\) and 1.14 from \(1+\alpha/6\). The two forms differ at order \(\alpha^2\), which this calculation does not determine, so the second decimal is not fixed and the two values do not bracket the exact one by any argument given here. From (14), \(\Phi(r_p)=0.0660\,(1-e^{-1})=0.0417\) V, and the sphere of radius \(r_p\) holds the fraction \(1-2e^{-1}=0.264\) of the charge \(1/\kappa\), or \(0.026\,e\). The length \(r_p\) is a decay length, and most of the cloud lies outside it.

A lattice with two ions per cell, as assumed here, has one longitudinal optical mode per cell. For a simple cubic lattice, a sphere with the zone volume obeys \(\tfrac43\pi q_D^3=(2\pi/a)^3\), so \(q_D=(6\pi^2)^{1/3}/a=0.780\) Å\(^{-1}\) and \(q_Dr_p=17.0\). Equation (13) keeps the fraction \((2/\pi)\arctan17.0=0.963\), and the shift becomes \(-0.0318\) eV, about 4% smaller in magnitude than the value without cutoff. This counts the cutoff alone, with the parabolic band and the coupling (7) kept up to \(q_D\). It is not the whole lattice correction.

## 10. Where the result fails

The continuum needs \(r_p\gg a\), and here \(r_p/a=4.4\). Since \(\arctan y\simeq\pi/2-1/y\) at large \(y\), the part of \(E_2\) beyond the zone is about \(2/(\pi q_Dr_p)\), first order in \(a/r_p\). Corrections of relative order \((qa)^2\) to the band and to \(V_q\) inside the zone, weighted by the \(1/y^2\) tail of (13), enter at the same first order in \(a/r_p\), so the cutoff fixes neither the size nor the sign of the lattice correction. At \(r_p/a=4.4\), over the cubic zone, a parabolic band keeps 0.96 of \(-\alpha\omega\) and a nearest-neighbour tight-binding band of the same mass keeps 0.99. The fraction becomes 1.03 if \(q^2\) in (7) is also replaced by its lattice form \(\sum_i(2\sin(q_ia/2)/a)^2\). Short-range couplings left out of (8) contribute as well.

The correction to \(q^2V_q^2\) itself is even in \(\mathbf q\), because real force constants make the modes at \(\mathbf q\) and \(-\mathbf q\) complex conjugates of each other, so along a fixed direction \(\hat{\mathbf u}\), with \(\mathbf q=t\hat{\mathbf u}\), it is even in the signed variable \(t\), and it starts at \((qa)^2\) if it is analytic in \(t\). A simple cubic lattice of point dipoles with \(a=5\) Å gives its order of magnitude in one model. Each site has an electronic polarisability of 15 Å\(^3\) and an on-site ionic oscillator of polarisability 5 Å\(^3\) and bare quantum 0.030 eV. The dipole field tensor is found by Ewald summation, the electronic dipoles are eliminated, and the \(3\times3\) dynamical matrix is diagonalised. The long-wave response gives \(\varepsilon_\infty=4.03\), \(\varepsilon_0=7.10\), \(\hbar\omega_T=0.0244\) eV and \(\hbar\omega=0.0324\) eV. The squared macroscopic potential of the longitudinal mode at its zero-point amplitude, for \(\mathbf q\) along \((1,2,3)\), exceeds (7) by \(6.9\times10^{-4}\) of (7) at \(qa=0.1\) and by \(1.7\times10^{-4}\) at \(qa=0.05\), a ratio of 4.00. The coefficient depends on direction and changes sign: at \(qa=0.1\) the relative deviation is \(-4.1\times10^{-4}\) along \((1,0,0)\) and \(+1.1\times10^{-3}\) along \((1,1,1)\). This model has no short-range forces between sites, so a real crystal may deviate more.

The Hamiltonian (8) does not assume small \(\alpha\), but (11) to (14) do. They keep one virtual phonon. The state (12) is a good wavefunction only for \(N=\alpha/2\) well below one, and 0.41 is not far below it. The energy is less sensitive: Feynman's variational estimate differs from \(-\alpha\omega\) by about 1% at \(\alpha=0.825\) and 3% at \(\alpha=2\). The zero of \(1-\alpha/6\) at \(\alpha=6\) lies outside the range of the expansion. For large \(\alpha\) an estimate treats the electron as a static charge cloud of size \(L\), with confinement energy of order \(1/mL^2\) against a polarisation gain of order \(1/\kappa L\) from the fixed-charge result. They balance at \(L\sim\kappa/m=r_p/\alpha\), by (9) and (10), up to a numerical factor that is not close to one. A Gaussian density \(\propto e^{-r^2/L^2}\) has energy \(3/4mL^2-1/(\sqrt{2\pi}\,\kappa L)\), which is least at \(L=3.76\,r_p/\alpha\). The energy at this minimum is \(-\alpha^2\omega/3\pi\), which lies below \(-\alpha\omega\) only for \(\alpha>3\pi\approx9.4\). Neither estimate is accurate at this crossing: Feynman's variational energy, an upper bound, is \(-12.3\,\omega\) at \(\alpha=3\pi\), against \(-9.4\,\omega\) for both. For \(\alpha>3\pi\), \(L\) is less than \(0.4\,r_p\), and the condition on the continuum becomes \(L\gg a\), which is tighter than \(r_p\gg a\).

Retardation changes neither the longitudinal frequency nor the longitudinal field of a charge at any \(q\), since both follow from Gauss's law, so (7) is unaffected. It acts on the transverse displacement, which makes no field only for \(q\gg\omega\sqrt{\varepsilon_\infty}/c\) and reaches the electron through its current, not its charge. At \(q=1/r_p\) this condition reads \(\omega r_p\ll c/\sqrt{\varepsilon_\infty}\), and \(\omega r_p=\sqrt{\omega/2m}\) is half the speed of an electron of kinetic energy \(\omega\), so the condition is that of a slow electron. Several polar modes, anisotropic dielectric tensors or a finite density of free carriers change \(\varepsilon(x)\) and with it (7), and a single \(\alpha\) and \(r_p\) then no longer describe the problem.
